# Acceptance and Emergent Width in Asymmetric Bragg Reflection: verification in Python

```python
"""Asymmetric Bragg reflection: acceptance and emergent width.

Result under test, for a thick lossless crystal and one wavelength:
    acceptance = ws / sqrt(b),  emergent width = ws * sqrt(b),
    product = ws**2,  ws = 2 |chi_h| / sin(2 theta_B),
with b = sin(phi_in) / sin(phi_out) (the modulus of the asymmetry factor),
phi_in, phi_out = glancing angles to the surface, theta_B = Bragg angle,
tilt = angle between planes and surface, chi_0, chi_h = Fourier components
of the susceptibility. Polarization is normal to the plane of incidence.

The independent side solves the two-wave equations without linearizing
the dispersion relation, with full matching of field and derivative.
Wave vectors are in units of the vacuum wave number; angles in radians.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

ARCSEC = const.arcsec
DEG = const.degree

# Rough typical inputs: silicon, 224 planes, (001) surface, near Cu K-alpha
wavelength = 0.154          # nm
lattice = 0.543             # nm
f_forward = 14.0            # electrons per atom
f_224 = 6.5                 # electrons per atom, thermal factor included
absorption = 1.4e-5         # 1/nm, linear absorption coefficient
absorption_ratio = 0.95     # Im chi_h / Im chi_0
film_thickness = 100.0      # nm
line_width = 3e-4           # relative width of the emission line

r_e = const.physical_constants["classical electron radius"][0] * 1e9
strength = -r_e * wavelength**2 * 8 / (np.pi * lattice**3)
chi0 = strength * f_forward
chih = strength * f_224
chi0_im = absorption * wavelength / (2 * np.pi)
s_bragg = wavelength * np.sqrt(24) / (2 * lattice)
theta = np.arcsin(s_bragg)
tilt_224 = np.arccos(4 / np.sqrt(24))

LOSSLESS = (chi0 + 1e-10j, chih + 0j)  # tiny loss only selects the roots
ABSORBING = (chi0 + 1j * chi0_im, chih + 1j * absorption_ratio * chi0_im)
HALF_MAX = 3 / (2 * np.sqrt(2))        # half-maximum width / total range


def exit_angle(phi, tilt, s=s_bragg):
    """Vacuum exit angle from the tangential wave vector."""
    return np.arccos(np.cos(phi) - 2 * s * np.sin(tilt))


def two_beam(phi, tilt, chi, s=s_bragg):
    """Power reflectivity, |E_h/E_0|^2 in vacuum, Im q of Bragg mode."""
    c0, ch = chi
    g0 = np.sin(phi)
    gh = g0 - 2 * s * np.cos(tilt)
    w = np.sin(exit_angle(phi, tilt, s))
    alpha = 4 * s * (s - np.sin(phi + tilt))
    poly = np.polymul([1, 2 * g0, -c0], [1, 2 * gh, alpha - c0])
    poly[-1] -= ch * ch
    q = np.roots(poly).astype(complex)
    for _ in range(6):      # polish in factored form to avoid cancellation
        f1 = q * (q + 2 * g0) - c0
        f2 = q * (q + 2 * gh) + alpha - c0
        slope = 2 * (q + g0) * f2 + 2 * (q + gh) * f1
        q = q - (f1 * f2 - ch * ch) / slope
    q = q[np.argsort(q.imag)[-2:]]      # waves that decay into the crystal
    e0 = np.array([ch, ch])
    eh = q * (q + 2 * g0) - c0
    norm = np.sqrt(abs(e0)**2 + abs(eh)**2)
    e0, eh = e0 / norm, eh / norm
    matching = np.array([(2 * g0 + q) * e0, (gh + w + q) * eh])
    amplitudes = np.linalg.solve(matching, np.array([2 * g0, 0j]))
    ratio2 = abs(np.sum(eh * amplitudes))**2
    return ratio2 * w / g0, ratio2, q[np.argmin(abs(q))].imag


def half_points(curve, centre, width):
    """Half-maximum points and peak of a single-peaked curve."""
    grid = np.linspace(centre - 3 * width, centre + 3 * width, 121)
    values = np.array([curve(x) for x in grid])
    top = int(np.argmax(values))
    peak = values[top]

    def shifted(x):
        return curve(x) - peak / 2
    low = brentq(shifted, grid[0], grid[top], xtol=1e-14)
    high = brentq(shifted, grid[top], grid[-1], xtol=1e-14)
    return low, high, peak


def law(tilt):
    """Derived b, acceptance, emergent width and centre offset."""
    b = np.sin(theta - tilt) / np.sin(theta + tilt)
    ws = 2 * abs(chih) / np.sin(2 * theta)
    offset = -chi0 * (1 + 1 / b) / (2 * np.sin(2 * theta))
    return b, ws / np.sqrt(b), ws * np.sqrt(b), offset


def measured(tilt, chi):
    """Half-maximum acceptance, emergent width, centre and peak."""
    _, w_in, _, offset = law(tilt)
    low, high, peak = half_points(
        lambda p: two_beam(p, tilt, chi)[0], theta - tilt + offset, w_in)
    w_out = abs(exit_angle(high, tilt) - exit_angle(low, tilt))
    return high - low, w_out, (low + high) / 2, peak


# Widths, centre and conserved product for five cuts of the crystal
sym_in, sym_out, _, _ = measured(0.0, LOSSLESS)
for cut in (-tilt_224, -20 * DEG, 0.0, 20 * DEG, tilt_224):
    b_cut, w_in, w_out, offset = law(cut)
    m_in, m_out, m_centre, _ = measured(cut, LOSSLESS)
    assert abs(m_in / (HALF_MAX * w_in) - 1) < 2e-3
    assert abs(m_out / (HALF_MAX * w_out) - 1) < 2e-3
    assert abs(m_in * m_out / (sym_in * sym_out) - 1) < 2e-3
    assert abs((m_centre - theta + cut) / offset - 1) < 3e-3

# The example geometry
b, acc, emer, offset = law(tilt_224)
ws = law(0.0)[1]
ex_in, ex_out, ex_centre, ex_peak = measured(tilt_224, LOSSLESS)
phi_in, phi_out = theta - tilt_224, theta + tilt_224
power, ratio2, im_q = two_beam(ex_centre, tilt_224, LOSSLESS)
assert abs(power - 1) < 1e-3 and abs(ratio2 / b - 1) < 3e-3
depth = wavelength * np.sqrt(np.sin(phi_in) * np.sin(phi_out))
depth /= 2 * np.pi * abs(chih)
assert abs(wavelength / (4 * np.pi * im_q) / depth - 1) < 5e-3

# Beam widths from two parallel rays striking the surface
beam_in = 1.0               # mm
out_angle = exit_angle(ex_centre, tilt_224)
hit = np.array([beam_in / np.sin(ex_centre), 0.0])
out_dir = np.array([np.cos(out_angle), -np.sin(out_angle)])
beam_out = abs(hit[0] * out_dir[1] - hit[1] * out_dir[0])
assert abs(beam_out * b / beam_in - 1) < 2e-3
assert abs(ex_out * beam_out / (ex_in * beam_in) - 1) < 2e-3

# Absorbing crystal: closed Darwin curve against the full solution
ab_in, ab_out, _, ab_peak = measured(tilt_224, ABSORBING)
abs_in, abs_out, _, abs_peak = measured(0.0, ABSORBING)
deltas = offset + np.linspace(-2, 2, 161) * acc
eta = b * np.sin(2 * theta) * deltas + ABSORBING[0] * (1 + b) / 2
eta = eta / (np.sqrt(b) * ABSORBING[1])
branch = abs(eta - np.sqrt(eta**2 - 1))**2
darwin = np.minimum(branch, 1 / branch)
full = np.array([two_beam(phi_in + d, tilt_224, ABSORBING)[0]
                 for d in deltas])
curve_error = np.max(abs(darwin - full))
assert curve_error < 0.02
absorbed_product = ab_in * ab_out / (abs_in * abs_out)

# Fixed incident direction, wavelength scanned
band = acc / np.tan(theta)
lo, hi, _ = half_points(
    lambda e: two_beam(ex_centre, tilt_224, LOSSLESS,
                       s_bragg * (1 + e))[0], 0.0, band)
chromatic = abs(exit_angle(ex_centre, tilt_224, s_bragg * (1 + hi))
                - exit_angle(ex_centre, tilt_224, s_bragg * (1 + lo)))
assert abs((hi - lo) / (HALF_MAX * band) - 1) < 5e-3
assert abs(chromatic / (HALF_MAX * (1 - b) * acc) - 1) < 5e-3

# Approach to the critical angle: the product is no longer conserved
grazing = []
for angle in (5.0, 2.0, 1.0, 0.5):
    g_in, g_out, g_centre, _ = measured(theta - angle * DEG, LOSSLESS)
    ratio = g_in * g_out / (sym_in * sym_out)
    refraction = np.sqrt(1 + chi0 / np.sin(g_centre)**2)
    grazing.append((angle, ratio, refraction))
    if angle >= 1:
        assert abs(ratio - refraction) < 0.01
assert all(x[1] > y[1] for x, y in zip(grazing, grazing[1:]))
assert grazing[-1][1] < 0.96


# Thin film, single scattering: direct sum over depth
def film_widths(tilt):
    z = (np.arange(400) + 0.5) / 400 * film_thickness

    def intensity(phi):
        mismatch = (np.sin(phi) - 2 * s_bragg * np.cos(tilt)
                    + np.sin(exit_angle(phi, tilt)))
        wave = np.exp(2j * np.pi * mismatch * z / wavelength)
        return abs(np.mean(wave))**2
    guess = wavelength * np.sin(theta + tilt)
    guess /= film_thickness * np.sin(2 * theta)
    low, high, _ = half_points(intensity, theta - tilt, guess)
    spread = abs(exit_angle(high, tilt) - exit_angle(low, tilt))
    return high - low, spread, guess


film_in, film_out, film_guess = film_widths(tilt_224)
film_sym_in, film_sym_out, _ = film_widths(0.0)
film_ratio = film_in * film_out / (film_sym_in * film_sym_out)
film_law = np.sin(phi_in) * np.sin(phi_out) / np.sin(theta)**2
assert abs(film_in / (0.886 * film_guess) - 1) < 0.01
assert abs(film_ratio / film_law - 1) < 0.02

# In-plane polarization: overlap of the two field directions
pol_in = np.array([-np.sin(phi_in), np.cos(phi_in)])
pol_out = np.array([np.sin(phi_out), np.cos(phi_out)])
pol_factor = abs(pol_in @ pol_out)
assert abs(pol_factor - abs(np.cos(2 * theta))) < 1e-12

print(f"wavelength (input): {wavelength} nm")
print(f"lattice constant (input): {lattice} nm")
print(f"scattering strength, forward (input): {f_forward} electrons")
print(f"scattering strength, 224 (input): {f_224} electrons")
print(f"absorption coefficient (input): {absorption:.2e} 1/nm")
print(f"Im chi_h / Im chi_0 (input): {absorption_ratio}")
print(f"Re chi_0: {chi0:.3e}")
print(f"Re chi_h: {chih:.3e}")
print(f"Im chi_0: {chi0_im:.3e}")
print(f"Bragg angle: {theta / DEG:.3f} deg")
print(f"tilt of planes: {tilt_224 / DEG:.3f} deg")
print(f"incidence angle to surface: {phi_in / DEG:.3f} deg")
print(f"exit angle to surface: {phi_out / DEG:.3f} deg")
print(f"|b|: {b:.4f}")
print(f"1/sqrt|b|: {1 / np.sqrt(b):.4f}")
print(f"sqrt|b|: {np.sqrt(b):.4f}")
print(f"symmetric width, law: {ws / ARCSEC:.3f} arcsec")
print(f"acceptance, law: {acc / ARCSEC:.3f} arcsec")
print(f"acceptance, law, converted: {acc * 1e6:.2f} microrad")
print(f"emergent width, law: {emer / ARCSEC:.3f} arcsec")
print(f"emergent width, law, converted: {emer * 1e6:.2f} microrad")
print(f"product of widths, law: {acc * emer / ARCSEC**2:.3f} arcsec^2")
print(f"centre offset, law: {offset / ARCSEC:.2f} arcsec")
print(f"half-maximum factor: {HALF_MAX:.4f}")
print(f"half-max acceptance, full solution: {ex_in / ARCSEC:.3f} arcsec")
print(f"half-max emergent, full solution: {ex_out / ARCSEC:.3f} arcsec")
print(f"half-max symmetric, full solution: {sym_in / ARCSEC:.3f} arcsec")
print("product / symmetric product, full solution: "
      f"{ex_in * ex_out / (sym_in * sym_out):.5f}")
print(f"|E_h/E_0|^2 at centre, full solution: {ratio2:.4f}")
print(f"incident beam width (input): {beam_in} mm")
print(f"emergent beam width: {beam_out:.2f} mm")
print(f"extinction depth (intensity 1/e): {depth:.0f} nm")
print(f"absorbing: peak reflectivity, asymmetric: {ab_peak:.3f}")
print(f"absorbing: peak reflectivity, symmetric: {abs_peak:.3f}")
print(f"absorbing: half-max acceptance: {ab_in / ARCSEC:.3f} arcsec")
print(f"absorbing: half-max emergent: {ab_out / ARCSEC:.3f} arcsec")
print(f"absorbing: product / symmetric product: {absorbed_product:.4f}")
print(f"largest error of Darwin curve: {curve_error:.4f}")
print(f"half-max passband, fixed direction: {hi - lo:.3e}")
print(f"exit spread from that passband: {chromatic / ARCSEC:.2f} arcsec")
print(f"relative emission line width (input): {line_width:.1e}")
print("Bragg angle smear from the line: "
      f"{line_width * np.tan(theta) / ARCSEC:.1f} arcsec")
print(f"in-plane polarization factor: {pol_factor:.4f}")
for angle, ratio, refraction in grazing:
    print(f"nominal incidence {angle} deg: product ratio {ratio:.4f}, "
          f"refraction estimate {refraction:.4f}")
print(f"film thickness (input): {film_thickness} nm")
print(f"film half-max acceptance: {film_in / ARCSEC:.1f} arcsec")
print(f"film half-max emergent width: {film_out / ARCSEC:.1f} arcsec")
print(f"film product / symmetric film product: {film_ratio:.4f}")
print("tests ok")
```

It prints:

```
wavelength (input): 0.154 nm
lattice constant (input): 0.543 nm
scattering strength, forward (input): 14.0 electrons
scattering strength, 224 (input): 6.5 electrons
absorption coefficient (input): 1.40e-05 1/nm
Im chi_h / Im chi_0 (input): 0.95
Re chi_0: -1.488e-05
Re chi_h: -6.909e-06
Im chi_0: 3.431e-07
Bragg angle: 44.003 deg
tilt of planes: 35.264 deg
incidence angle to surface: 8.739 deg
exit angle to surface: 79.268 deg
|b|: 0.1546
1/sqrt|b|: 2.5430
sqrt|b|: 0.3932
symmetric width, law: 2.852 arcsec
acceptance, law: 7.253 arcsec
acceptance, law, converted: 35.16 microrad
emergent width, law: 1.122 arcsec
emergent width, law, converted: 5.44 microrad
product of widths, law: 8.134 arcsec^2
centre offset, law: 11.47 arcsec
half-maximum factor: 1.0607
half-max acceptance, full solution: 7.690 arcsec
half-max emergent, full solution: 1.190 arcsec
half-max symmetric, full solution: 3.025 arcsec
product / symmetric product, full solution: 0.99971
|E_h/E_0|^2 at centre, full solution: 0.1547
incident beam width (input): 1.0 mm
emergent beam width: 6.46 mm
extinction depth (intensity 1/e): 1371 nm
absorbing: peak reflectivity, asymmetric: 0.895
absorbing: peak reflectivity, symmetric: 0.968
absorbing: half-max acceptance: 7.682 arcsec
absorbing: half-max emergent: 1.188 arcsec
absorbing: product / symmetric product: 1.0181
largest error of Darwin curve: 0.0013
half-max passband, fixed direction: 3.861e-05
exit spread from that passband: 6.50 arcsec
relative emission line width (input): 3.0e-04
Bragg angle smear from the line: 59.8 arcsec
in-plane polarization factor: 0.0348
nominal incidence 5.0 deg: product ratio 0.9991, refraction estimate 0.9990
nominal incidence 2.0 deg: product ratio 0.9940, refraction estimate 0.9939
nominal incidence 1.0 deg: product ratio 0.9765, refraction estimate 0.9764
nominal incidence 0.5 deg: product ratio 0.9148, refraction estimate 0.9147
film thickness (input): 100.0 nm
film half-max acceptance: 276.6 arcsec
film half-max emergent width: 42.8 arcsec
film product / symmetric film product: 0.3093
tests ok
```
